# Oxide thickness from a constant plus an exponentially decaying growth rate

A silicon surface is oxidized at fixed temperature and fixed oxidant pressure. The oxide thickness $x(t)$ is modelled by

$$\frac{dx}{dt}=R_0+R_1e^{-x/L},\qquad x(0)=x_0\ge 0, \tag{1}$$

with constants $R_0>0$, $R_1\ge 0$ and $L>0$. The first term is the growth rate that remains on a thicker film. The second describes the faster growth of a thin film and fades over the decay length $L$. The law is empirical: it is used for oxidation in dry oxygen, and it says how the rate depends on thickness, not which atomic process causes the enhancement. That $R_0$ does not depend on $x$ is itself an approximation, examined in part (g).

Nanometres and minutes are the natural units here. The numerical example uses round model parameters, not fitted to any measurement:

$$R_0=0.1\ \text{nm/min},\quad R_1=0.8\ \text{nm/min},\quad L=7\ \text{nm},\quad x_0=1\ \text{nm}.$$

Three abbreviations are used throughout:

$$r=\frac{R_1}{R_0},\qquad u_0=e^{x_0/L},\qquad a=\frac{R_0t}{L}.$$

All three are dimensionless, and $a$ is the time in units of $L/R_0$. In the example $r=8$, $u_0=1.15356$ and $L/R_0=70$ min.

## (a) Find the thickness as a function of time

**Question.** Show that (1) has one solution for all $t\ge0$, and find it in closed form.

**Solution.** For $x\ge0$ the right side of (1) lies between $R_0$ and $R_0+R_1$, and it is a smooth function of $x$ with bounded slope. The solution is therefore unique. It increases, so it stays above $x_0$, and since its rate is bounded it cannot become infinite in a finite time. It exists for all $t\ge0$.

The exponential makes (1) nonlinear in $x$. Take the exponential itself as the unknown, $u=e^{x/L}$, so that $e^{-x/L}=1/u$. The chain rule gives

$$\frac{du}{dt}=\frac{u}{L}\frac{dx}{dt}=\frac{u}{L}\left(R_0+\frac{R_1}{u}\right)=\frac{R_0u+R_1}{L}=\frac{R_0}{L}(u+r).$$

This equation is linear. Since $r$ is constant, $u+r$ has the same time derivative as $u$:

$$\frac{d(u+r)}{dt}=\frac{R_0}{L}(u+r)\quad\Longrightarrow\quad u+r=(u_0+r)e^{a}. \tag{2}$$

Solving for $u$ and taking $x=L\ln u$ gives

$$\boxed{x(t)=L\ln\!\left[\left(e^{x_0/L}+\frac{R_1}{R_0}\right)e^{R_0t/L}-\frac{R_1}{R_0}\right]} \tag{3}$$

The argument of the logarithm equals $u_0$ at $t=0$ and grows from there. Since $u_0\ge1$, the logarithm is defined and non-negative.

A second form shows the growth more directly. Take the factor $u_0e^{a}$ out of $u$:

$$u=u_0e^{a}+r(e^{a}-1)=u_0e^{a}\left[1+\frac{r}{u_0}\left(1-e^{-a}\right)\right].$$

The logarithm of the product is a sum, and $L\ln(u_0e^a)=x_0+R_0t$. Hence

$$x(t)=x_0+R_0t+L\ln\!\left[1+\frac{r}{u_0}\left(1-e^{-a}\right)\right]. \tag{4}$$

The first two terms are what the constant rate would produce alone. The third is the additional thickness due to the decaying term: integrating (1) over time shows that it equals $\int_0^tR_1e^{-x/L}dt'$. It vanishes for $R_1=0$, as it must. Form (4) is also the better one for computation. Form (3) contains a large exponential when $t$ is large and subtracts two large numbers when $R_0$ is small. Form (4) avoids the second problem only if $1-e^{-a}$ is evaluated with a routine that stays accurate for small $a$, such as expm1; subtracted directly, it loses digits in the same way.

## (b) Evaluate the thickness after one hour

**Question.** What is $x$ at $t=60$ min in the example, and how much of it is due to the decaying term?

**Solution.** Here $a=60/70$ and $e^{a}=2.35642$. Equation (3) gives

$$u=(1.15356+8)\times2.35642-8=13.570,$$

$$x=7\ \text{nm}\times\ln 13.570=18.25\ \text{nm},$$

or 345.0 bohr. The initial oxide contributes 1 nm and the constant rate $0.1\times60=6$ nm. The remaining 11.25 nm is the third term of (4). After one hour most of the film is thus due to the decaying term, although that term is by then the smaller part of the rate, as part (d) shows.

## (c) Find the time needed for a given thickness

**Question.** Invert the result. Then show that an initial oxide acts as a head start in time, and find its length.

**Solution.** Equation (2) already contains the inverse. With $u=e^{x/L}$ it reads $e^{R_0t/L}=(e^{x/L}+r)/(u_0+r)$, so

$$t(x)=\frac{L}{R_0}\ln\frac{e^{x/L}+r}{e^{x_0/L}+r}. \tag{5}$$

For 10 nm, $e^{10/7}=4.1727$ and

$$t=70\ \text{min}\times\ln\frac{12.1727}{9.1536}=19.95\ \text{min}.$$

Now let $\tau$ be the time in which bare silicon would grow the thickness $x_0$ under the same law. Setting the initial thickness in (5) to zero and the final one to $x_0$ gives

$$\tau=\frac{L}{R_0}\ln\frac{u_0+r}{1+r},\qquad\text{so that}\qquad (1+r)e^{R_0\tau/L}=u_0+r.$$

Insert this into (3):

$$(u_0+r)e^{R_0t/L}-r=(1+r)e^{R_0(t+\tau)/L}-r.$$

The right side is the argument of the logarithm for a film that started from zero thickness and has grown for a time $t+\tau$. The two films therefore have the same thickness at all later times. The reason is that the rate in (1) depends on the present thickness and on nothing else.

In the example

$$\tau=70\ \text{min}\times\ln\frac{9.15356}{9}=1.18\ \text{min}.$$

At the constant rate alone, 1 nm would take 10 min. The head start is short because the first nanometre grows quickly. It is an equivalent time within the model and does not say how the initial oxide was formed.

## (d) Follow the growth rate in time

**Question.** Express the rate as a function of time. When do its two terms become equal?

**Solution.** With $e^{-x/L}=1/u$ the rate is $R_0+R_1/u=R_0(u+r)/u$. Insert (2) in the numerator and the corresponding $u$ in the denominator, then divide both by $(u_0+r)e^{a}$:

$$\frac{dx}{dt}=R_0\frac{(u_0+r)e^{a}}{(u_0+r)e^{a}-r}=\frac{R_0}{1-s\,e^{-R_0t/L}},\qquad s=\frac{r}{u_0+r}. \tag{6}$$

The number $s$ lies between 0 and 1. It is the share of the decaying term in the initial rate, because $R_1e^{-x_0/L}/(R_0+R_1e^{-x_0/L})=r/(u_0+r)$. In the example $s=0.874$, and the initial rate is $0.1/(1-0.874)=0.79$ nm/min.

The two terms are equal when $R_1e^{-x/L}=R_0$, which happens at the thickness

$$x_c=L\ln r.$$

The total rate is then $2R_0$. By (6) this requires $s\,e^{-R_0t/L}=1/2$, so the time is

$$t_c=\frac{L}{R_0}\ln(2s).$$

The crossing occurs during growth if $t_c\ge0$, that is, if $s\ge1/2$ or equivalently $r\ge u_0$. Otherwise the constant term is the larger one from the start. In the example $x_c=7\ln8=14.56$ nm, and $t_c=70\ln(1.748)=39.1$ min.

| $t$ (min) | $x$ (nm) | rate (nm/min) |
|---|---|---|
| 0 | 1.00 | 0.794 |
| 5 | 4.24 | 0.537 |
| 15 | 8.44 | 0.339 |
| 60 | 18.25 | 0.159 |
| 120 | 26.30 | 0.119 |
| 240 | 39.30 | 0.103 |

Subtracting $R_0$ from (6) gives the excess rate

$$\frac{dx}{dt}-R_0=R_0\frac{s\,e^{-a}}{1-s\,e^{-a}}.$$

Once $s\,e^{-a}\ll1$, the excess decays exponentially in time with the time constant $L/R_0=70$ min. This is the time in which the constant rate adds one decay length. Earlier the decay is faster, since the denominator is still growing. Between 120 and 240 min the excess falls from 0.0187 to 0.0029 nm/min, a factor of 6.4, while the pure exponential would give $e^{120/70}=5.6$.

## (e) Find the late-time line

**Question.** What straight line does $x(t)$ approach, and what does its intercept say about the initial oxide?

**Solution.** Use $r=s(u_0+r)$ to write the argument in (3) as $(u_0+r)e^{a}(1-s\,e^{-a})$. Its logarithm splits into three terms:

$$x(t)=X+R_0t+L\ln\!\left(1-s\,e^{-R_0t/L}\right),\qquad X=L\ln(u_0+r). \tag{7}$$

The last term is negative and tends to zero, so the curve approaches the line $X+R_0t$ from below. The growth law (3) is written with a logarithm, but at late times the growth is linear, because the logarithm acts on an exponential of time.

In the example $X=7\ln9.15356=15.50$ nm. The curve lies 3.24 nm below the line at 60 min and 0.20 nm below it at 240 min.

For bare silicon, $u_0=1$ and $X=L\ln(1+r)=7\ln9=15.38$ nm. The intercept is thus large even when no oxide was present at the start. It records the fast early growth. The initial 1 nm changes it by merely 0.12 nm. The sensitivity follows by differentiation, with $du_0/dx_0=u_0/L$:

$$\frac{dX}{dx_0}=\frac{u_0}{u_0+r}=1-s.$$

With $s=0.874$ this is 0.126. To infer $x_0$ from a measured intercept one would have to solve $X=L\ln(e^{x_0/L}+r)$ for $x_0$. A small error in $X$ is then divided by this derivative and becomes an error about eight times as large in $x_0$.

A line drawn through data at a finite time does not yet have the intercept $X$. The tangent at time $t$ meets the thickness axis at $b(t)=x-t\dot x$, where the dot is the time derivative. Then

$$\dot b=\dot x-\dot x-t\ddot x=-t\ddot x,\qquad \ddot x=-\frac{R_1}{L}e^{-x/L}\dot x.$$

For $R_1>0$ the second derivative is negative, so $b$ rises from $x_0$ towards $X$. The tangent intercept is positive at every $t>0$, also for $x_0=0$. In the example it is $18.25-60\times0.15896=8.7$ nm at 60 min and $39.30-240\times0.10292=14.6$ nm at 240 min. An apparent initial thickness obtained in this way depends on when the data were taken.

## (f) Find the logarithmic regime

**Question.** What does the result become when $R_0\to0$ at fixed $t$? Bound the error of that limit for finite $R_0$, and say when logarithmic growth can be seen.

**Solution.** From part (a), $u=u_0e^{a}+r(e^{a}-1)$. Write $e^{a}-1=\int_0^{a}e^{z}dz$. The integrand lies between 1 and $e^{a}$, so

$$a\le e^{a}-1\le a\,e^{a}.$$

The product $ra=(R_1/R_0)(R_0t/L)=R_1t/L$ does not contain $R_0$. Using also $e^{a}\ge1$ in the lower bound, we get

$$u_0+\frac{R_1t}{L}\;\le\;u\;\le\;e^{a}\left(u_0+\frac{R_1t}{L}\right).$$

Take the logarithm, multiply by $L$, and use $La=R_0t$. With

$$x_{\log}(t)=L\ln\!\left(e^{x_0/L}+\frac{R_1t}{L}\right) \tag{8}$$

the result is

$$0\le x(t)-x_{\log}(t)\le R_0t. \tag{9}$$

At fixed $t$ the difference vanishes as $R_0\to0$, so (8) is the limit. It is the direct logarithmic law. For finite $R_0$ it underestimates the thickness, by at most what the constant rate would have grown alone.

In the example (8) gives 3.82 nm at 5 min, 14.57 nm at 60 min and 23.47 nm at 240 min. The shortfalls from the full result are 0.42, 3.69 and 15.83 nm, and the bounds $R_0t$ are 0.5, 6 and 24 nm.

A short time does not make the relative error small. As $t\to0$ the full law grows at the rate $R_0+R_1/u_0$ and the logarithmic law at $R_1/u_0$. The missing fraction of the newly grown oxide therefore tends to

$$\frac{R_0}{R_0+R_1/u_0}=\frac{u_0}{u_0+r}=1-s,$$

which is 13 % here. A good relative accuracy at early times needs $r\gg u_0$ as well.

The same condition decides whether logarithmic growth is visible. For $R_1t/L\ll u_0$, expansion of (8) gives $x_{\log}\approx x_0+R_1t/u_0$, which is linear in time. The logarithm shows itself when $t$ is well above $t_1=Lu_0/R_1$, and it is spoiled when $t$ approaches $L/R_0$. The ratio of the two times is

$$\frac{L/R_0}{Lu_0/R_1}=\frac{r}{u_0}.$$

In the example $t_1=7\times1.15356/0.8=10$ min, against $L/R_0=70$ min. The ratio is 7, so there is no wide logarithmic regime: the film passes from fast growth, whose rate falls by almost half in the first 10 min, to slow, nearly linear growth.

In the opposite case, $r\ll u_0$, the film is already thick at the start or the enhancement is weak. Expanding the logarithm in (4) to first order gives

$$x\approx x_0+R_0t+\frac{Lr}{u_0}\left(1-e^{-R_0t/L}\right).$$

This is linear growth with a small offset that saturates after a few times $L/R_0$.

## (g) Test the assumption of a constant term

**Question.** In the linear-parabolic description of oxidation the rate of a thicker film is $B/(A+2x)$, because the oxidant must diffuse through the oxide. With $R_0=B/A$ this equals $R_0/(1+2x/A)$. Let $y(t)$ be the thickness when this rate replaces the constant:

$$\frac{dy}{dt}=\frac{R_0}{1+2y/A}+R_1e^{-y/L},\qquad y(0)=x_0.$$

Bound the difference $x-y$, and evaluate it for $A=200$ nm. This is again a round model value: in a real process $A$, $R_0$ and $r$ all depend on temperature and surface orientation, and the numbers below change with them.

**Solution.** Let $w=x-y$. Subtracting the two rate laws gives

$$\dot w=g+R_1\left(e^{-x/L}-e^{-y/L}\right),\qquad g=R_0-\frac{R_0}{1+2y/A}=R_0\frac{2y/A}{1+2y/A}.$$

Since $y\ge0$, we have $0\le g\le 2R_0y/A$. The exponential is a decreasing function, so the difference in brackets has the opposite sign to $w$. It can be written as $-q(t)\,w$ with

$$q(t)=\frac1L\int_0^1e^{-(y+\theta w)/L}\,d\theta>0.$$

The equation $\dot w+R_1q\,w=g$ with $w(0)=0$ is linear once $q(t)$ is regarded as a given function. An integrating factor solves it:

$$w(t)=\int_0^tg(t')\exp\!\left[-R_1\int_{t'}^{t}q\,dt''\right]dt'.$$

The integrand is not negative, so $w\ge0$, that is, $y\le x$. The exponential factor is at most 1. Using first $g\le2R_0y/A$, then $y\le x$, and finally that $x$ increases with time, we find

$$0\le x-y\le\frac{2R_0}{A}\int_0^tx\,dt'\le\frac{2R_0t}{A}\,x(t). \tag{10}$$

Relative to $x$, the error is at most $2R_0t/A$. When $R_0t\ll A/2$, the closed form therefore gives the total thickness of the linear-parabolic law with the same exponential term to good relative accuracy. This does not yet make the newly grown oxide accurate, because on a thick initial film the constant term is too large from the start. The stronger condition $x\ll A/2$ is sufficient for that: by (10) the error is at most $(2x/A)R_0t$, while the growth $x-x_0$ is at least $R_0t$.

The equation for $y$ was integrated numerically with an eighth-order Runge–Kutta method with step-size control:

| $t$ (min) | $y$ (nm) | $x-y$ (nm) | bound (nm) |
|---|---|---|---|
| 15 | 8.39 | 0.06 | 0.13 |
| 60 | 17.80 | 0.45 | 1.10 |
| 240 | 35.57 | 3.73 | 9.43 |

Relative to $y$, the closed form is 2.5 % too high at 60 min and 10 % too high at 240 min. The bound exceeds the difference by a factor of about two to two and a half. The largest part, a factor of about 1.6, comes from replacing the thickness at earlier times by its final value. The bound also drops the exponential factor, which expresses a partial compensation: the thinner film has the larger enhancement. Finally, it replaces $g$ by $2R_0x/A$, which ignores the denominator $1+2y/A$ and matters more as the film thickens.

The result also limits the use of part (e). At 240 min the closed form has come within 0.20 nm of its late-time line, but it is already 3.73 nm above the linear-parabolic thickness. For $y=35.57$ nm the term that was taken as constant has fallen to $0.1/(1+0.356)=0.074$ nm/min. With these parameters the slope is thus affected by diffusion before the line is closely reached. A linear stage with the slope $R_0$ needs a thickness $x\ll A/2$, which includes the initial oxide and the fast early growth. Unless the enhancement is weak from the start ($r\ll u_0$), it also needs $t$ to be a few times $L/R_0$; in the example the rate (6) comes within 5 % of $R_0$ after about $3L/R_0$. Since $x\ge R_0t$, both can hold only if $L\ll A/2$. Here these lengths are 7 and 100 nm, and the separation is too small for an accurate line. Beyond that stage the diffusion term must be kept, and (3) no longer describes the growth.
